\section*{Relaxed vacancy formation energy in an effective-medium model of copper}

\section*{Problem}

Effective medium theory (EMT) gives each atom of a metal an energy that depends on the density supplied by its neighbours. Take an fcc metal with reference lattice constant $3.6$ Å and
\[
E_0=-3.5\ \text{eV},\quad V_0=2.5\ \text{eV},\quad \eta=3.1,\quad \lambda=3.6,\quad \kappa=5.1\ \text{Å}^{-1}.
\]
These are round values that put lattice constant, cohesion and stiffness at the rough scale of copper. They are not a published copper parameter set, so the results belong to this model and are not measured properties of copper.

Let $s_0$ be the Wigner--Seitz radius and $d_0=\beta s_0$ the neighbour distance of the reference lattice. The energy is
\begin{align}
E&=\sum_i F(\sigma_i)+\tfrac12\sum_{i\ne j}\phi(r_{ij}),\qquad
\sigma_i=\sum_{j\neq i}\rho(r_{ij}),\label{E}\\
\rho(r)&=\frac{e^{-\eta(r-d_0)}}{\gamma_1},\qquad
\phi(r)=-\frac{V_0}{\gamma_2}e^{-\kappa(r/\beta-s_0)},\\
F(\sigma)&=E_0(1+\lambda\Delta)e^{-\lambda\Delta}+6V_0e^{-\kappa\Delta},\qquad
\Delta=-\frac{\ln(\sigma/12)}{\beta\eta}.\label{F}
\end{align}
Sums over neighbours stop midway between the third and fourth shells. The constants $\gamma_1,\gamma_2$ are fixed by requiring $\sum_j\rho=12$ and $\sum_j\phi=-12V_0$ in the reference lattice. The formulas hold in atomic units and, since no physical constant appears, equally in eV and Å.

\begin{enumerate}
\item[(a)] Find $\beta$. Show that the reference lattice has energy $E_0$ per atom but is not the equilibrium lattice, and find the direction of the shift.
\item[(b)] A periodic cell of $N$ sites loses one atom. Which energy must be subtracted from that of the remaining $N-1$ atoms, and why?
\item[(c)] Derive the formation energy without relaxation, and its value when only nearest neighbours interact.
\item[(d)] Derive the forces and the relaxation energy for small displacements.
\item[(e)] How does the result depend on $N$ at fixed volume? Which cubic cell of $N=4n^3$ sites is the smallest that lies within $1$ meV of the limit?
\item[(f)] What changes if the cell volume is free?
\item[(g)] What results if the atom-count term is left out, or if $E_0$ is used as the energy per atom?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The perfect crystal}

An fcc crystal has volume $\Omega=a^3/4$ per atom and neighbour distance $d=a/\sqrt2$. From $4\pi s^3/3=a^3/4$ we get $s=a\,(3/16\pi)^{1/3}$, so
\begin{equation}
\beta=\frac ds=\frac{1}{\sqrt2}\left(\frac{16\pi}{3}\right)^{1/3}=1.8094 .
\end{equation}
The inputs give $s_0=1.407$ Å and $d_0=2.546$ Å. The first three shells hold $z_m=12,6,24$ atoms at $r_m=d_0,\sqrt2d_0,\sqrt3d_0$.

In the reference lattice $\sigma=12$, hence $\Delta=0$ and $F=E_0+6V_0$. The pair sum contributes $\frac12(-12V_0)=-6V_0$, which leaves $E_0$ per atom. For a free atom $\sigma\to0$ and $\Delta\to\infty$, so its energy is zero.

To see whether this lattice is at equilibrium, scale all distances. Let $R_1$ and $R_2$ be the averages of $r/d_0$ over the neighbours, weighted with $\rho$ and $|\phi|$. Then
\[
\frac{d\sigma}{d\ln a}=-\eta d_0R_1\sigma,\qquad
\frac{d\Delta}{d\ln a}=-\frac{1}{\beta\eta\sigma}\frac{d\sigma}{d\ln a}=\frac{d_0R_1}{\beta}=s_0R_1 .
\]
The $E_0$ term is stationary at $\Delta=0$. The other two terms give
\begin{equation}
\frac{d\varepsilon}{d\ln a}=-6V_0\kappa s_0R_1+6V_0\kappa s_0R_2=6V_0\kappa s_0(R_2-R_1),
\end{equation}
with $\varepsilon$ the energy per atom. The weight $|\phi|$ decays at the rate $\kappa/\beta=2.82$ Å$^{-1}$, more slowly than $\rho$ at $3.1$ Å$^{-1}$. It therefore favours the outer shells, so $R_2>R_1$. The energy rises with $a$, and the equilibrium lattice is smaller than the reference lattice. With nearest neighbours alone $R_1=R_2=1$ and there is no shift.

Minimization gives $a=3.5747$ Å, $\varepsilon=-3.502116$ eV, $\Omega=11.419$ Å$^3$ and bulk modulus $B=0.838$ eV/Å$^3$. The energy per atom lies only $2.116$ meV below $E_0$, but part (g) shows that this difference cannot be ignored.

\subsection*{(b) The atom-count term}

Forming a vacancy does not remove an atom from the metal. The atom moves to a surface, and the cost must not depend on how much surface there is. A kink, the end of an incomplete atomic row at a surface step, meets this condition.

Remove the kink atom from a large crystal without relaxing the rest. The kink now sits one site further back along the row. One upper-terrace site is lost and one lower-terrace site is gained, while the step and the kink keep their structure. Since the interactions have finite range, the number of sites in each kind of surface environment is unchanged, and there is one bulk site fewer. The energy changes by $-\varepsilon$. Putting an atom on the kink therefore adds $+\varepsilon$. A direct calculation on a finite stepped crystal, with the kink far from all edges, gives a removal energy of $3.502116$ eV, equal to $-\varepsilon$.

The vacancy cell has energy $E_{N-1}$, the perfect cell $E_N=N\varepsilon$, and the moved atom brings $\varepsilon$:
\begin{equation}
E_f(N)=E_{N-1}+\varepsilon-E_N=E_{N-1}-(N-1)\varepsilon=E_{N-1}-\frac{N-1}{N}E_N .\label{Ef}
\end{equation}
If the energy zero is moved by $c$ per atom, $E_{N-1}$ and $(N-1)\varepsilon$ both change by $(N-1)c$, and $E_f$ stays the same. At fixed volume both energies refer to the same lattice constant, here the equilibrium one. Part (f) lets the vacancy cell change its volume, while $\varepsilon$ keeps its equilibrium value.

\subsection*{(c) The unrelaxed vacancy}

Let $w_m=\rho(r_m)$ and $\phi_m=\phi(r_m)$ at the equilibrium lattice constant, and $\sigma=\sum_mz_mw_m$. Removing an atom deletes its own $F(\sigma)$ and all its bonds, $\sum_mz_m\phi_m$. Each neighbour in shell $m$ loses the density $w_m$. Thus
\[
E^{0}_{N-1}=E_N-F(\sigma)-\sum_mz_m\phi_m+\sum_mz_m\left[F(\sigma-w_m)-F(\sigma)\right].
\]
Now add $\varepsilon-E_N$ with $\varepsilon=F(\sigma)+\frac12\sum_mz_m\phi_m$. The factor $\frac12$ appears because each bond is shared by two atoms. The result is
\begin{equation}
E_f^{0}=\sum_mz_m\left[F(\sigma-w_m)-F(\sigma)\right]-\tfrac12\sum_mz_m\phi_m .\label{unrel}
\end{equation}
The last term is positive, the price of broken bonds. The first is negative here and cancels most of it, because each neighbour loses density and with it part of its positive embedding term $6V_0e^{-\kappa\Delta}$.

If only nearest neighbours interact, then $\sigma=12$, $w_1=1$ and $\phi_1=-V_0$. Each of the 12 neighbours has $\sigma=11$ and $\Delta=\ln(12/11)/(\beta\eta)$. With $p=\kappa/(\beta\eta)$ and $x=\lambda\Delta$,
\begin{equation}
E_f^{0}=12\left\{|E_0|\left[1-(1+x)e^{-x}\right]+V_0\left[6\left(\tfrac{11}{12}\right)^{p}-\tfrac{11}{2}\right]\right\}.\label{nn}
\end{equation}
The $-\frac{11}{2}$ is $-6$ from the change of $6V_0e^{-\kappa\Delta}$ plus $\frac12$ from the lost bond. Here $\beta\eta=5.609$ Å$^{-1}$, $p=0.909$ and $x=0.0558$, so the two parts are
\[
12(3.5)(0.00150)=0.06\ \text{eV},\qquad 12(2.5)(0.0436)=1.31\ \text{eV},
\]
together $1.37$ eV. The second part vanishes at $p=1$, where $6(11/12)=11/2$: the embedding term is then linear in $\sigma$ and compensates the broken bonds completely.

With three shells, Eq.~(\ref{unrel}) gives $1.361039$ eV. Direct supercell sums agree for $N\geq108$. In the 32-site cell the value is $1.361044$ eV, because a second-shell atom at distance $a$ from the vacancy is also at distance $a$ from its periodic image, $2a$ away. It loses density twice, and $F$ is not linear. All third-shell atoms are shared in the same way, since each is displaced from the vacancy by $a$ along one cube axis.

\subsection*{(d) Forces and relaxation}

A change in one distance $r_{ij}$ alters both densities and one pair energy:
\begin{equation}
\frac{\partial E}{\partial r_{ij}}=-\eta\rho(r_{ij})\left[F'(\sigma_i)+F'(\sigma_j)\right]-\frac{\kappa}{\beta}\phi(r_{ij}).
\end{equation}
By the chain rule, with $d\Delta/d\sigma=-1/(\beta\eta\sigma)$,
\begin{equation}
F'(\sigma)=\frac{1}{\beta\eta\sigma}\left[E_0\lambda^2\Delta e^{-\lambda\Delta}+6V_0\kappa e^{-\kappa\Delta}\right].
\end{equation}
The gradient on atom $i$ is $\sum_j(\partial E/\partial r_{ij})(\mathbf r_i-\mathbf r_j)/r_{ij}$, and the force is its negative. Finite differences of the energy confirm this gradient.

For small displacements $u$ from the unrelaxed sites,
\[
E(u)=E(0)+g^{T}u+\tfrac12u^{T}Ku,
\]
where $g$ is the gradient and $K$ the matrix of second derivatives. Stationarity requires $Ku=-g$. Uniform translations cost nothing, so $K$ has no ordinary inverse. The total force vanishes, however, so $g$ has no translational part and the pseudo-inverse $K^{+}$ gives $u=-K^{+}g$. Inserting this,
\begin{equation}
E(0)-E(u)=g^{T}K^{+}g-\tfrac12g^{T}K^{+}g=\tfrac12g^{T}K^{+}g .
\end{equation}
For $N=108$ this predicts a gain of $15.4$ meV. Full minimization gives $15.1$ meV, so anharmonicity changes the gain by about 2\%. The nearest neighbours move inward by $0.018$ Å (at $N=864$), some $0.7\%$ of their distance from the vacancy. No pair crosses the interaction cut, so the cut produces no jump in energy.

\subsection*{(e) Convergence at fixed volume}

Describe the vacancy by short-ranged forces $\mathbf f_l$ acting on sites $\mathbf R_l$ of a harmonic perfect crystal. This neglects the change of the force constants near the vacancy. That change acts like additional short-ranged forces, so it alters the size of the relaxation and of the coefficient $C$ below considerably, but not the leading power of $N$. The model is used here only for the form of the size dependence. With $\mathbf f(\mathbf k)=\sum_l\mathbf f_le^{-i\mathbf k\cdot\mathbf R_l}$ and the Fourier transform $D(\mathbf k)$ of the force constants, the relaxation gain is
\begin{equation}
W_N=\frac{1}{2N}\sum_{\mathbf k\neq0}w(\mathbf k),\qquad w(\mathbf k)=\mathbf f(\mathbf k)^\dagger D(\mathbf k)^{-1}\mathbf f(\mathbf k).
\end{equation}
The allowed $\mathbf k$ form a mesh of spacing $2\pi/(na)$. Since $\sum_l\mathbf f_l=0$, $\mathbf f(\mathbf k)$ starts linearly in $k$, while $D$ starts quadratically. Near the origin $w$ is therefore finite but depends on direction:
\[
w(\mathbf k)=w_0(\hat{\mathbf k})+k^2w_2(\hat{\mathbf k})+\dots
\]
Odd powers are absent by inversion symmetry. For $N\to\infty$ the sum becomes an integral. Away from the origin $w$ is smooth and periodic, and the mesh error there falls faster than any power of $1/n$. Near the origin, write $\mathbf k=(2\pi/na)\mathbf q$. A term of degree $p$ then contributes an error proportional to $N^{-1}n^{-p}$, so
\begin{equation}
E_f(N)=E_f(\infty)+\frac{C}{N}+O(n^{-5}).\label{size}
\end{equation}
If $w_0$ did not depend on direction, the missing $\mathbf k=0$ point would give $C=w_0/2>0$: the fixed cell suppresses the uniform part of the relaxation.

The relaxed energies, with their distance from the extrapolated limit, are

\begin{center}
\begin{tabular}{rcc}
$N$ & $E_f$ (eV) & above limit (meV)\\
32 & 1.3500 & 4.67\\
108 & 1.3459 & 0.62\\
256 & 1.3455 & 0.19\\
864 & 1.3454 & 0.04
\end{tabular}
\end{center}

The limit comes from the cells with 4000 and 6912 sites, using the $1/N$ term alone:
\[
E_f(\infty)=1.345\ \text{eV}=0.0494\ \text{hartree}.
\]
The cell with $n=1$ is not in the table but is easily summed. Each of its three atoms has four nearest-neighbour and eight third-shell sites empty, and symmetry forbids relaxation, so
\[
E_f(4)=3\left[F(\sigma-4w_1-8w_3)+\tfrac12(8\phi_1+6\phi_2+16\phi_3)-\varepsilon\right]\approx1.28\ \text{eV},
\]
about $0.06$ eV below the limit. The smallest cubic cell within $1$ meV of the limit therefore has 108 sites.

The exponent can be examined without the limit. The ratio of the change from $n=10$ to $12$ to that from $n=8$ to $10$ is $0.415$. Pure errors $n^{-2}$, $n^{-3}$ and $n^{-4}$ would give $0.543$, $0.442$ and $0.359$. The $n^{-3}$ law is the closest of the three, with the measured ratio 6\% below it. An $n^{-5}$ term of the same sign as $C$ shifts the ratio in this direction. It also acts in the right direction in the small cells, though higher orders matter there too. From 32 to 108 sites the error drops by a factor of $7.6$, while $N$ grows only by a factor of $3.4$.

\subsection*{(f) Free volume}

Let $e=\ln(a'/a)$ describe a uniform change of the cell and $V=N\Omega$. At zero pressure $d^2E/de^2=9V^2\,d^2E/dV^2=9BV$ for the perfect crystal. Using this stiffness for the vacancy cell too,
\[
E(e)=E(0)+Ge+\tfrac92BVe^2,\qquad e_{\min}=-\frac{G}{9BV},
\]
where $G$ is the slope at $e=0$ with the atoms relaxed. The energy gain and relaxation volume are
\begin{equation}
E(0)-E(e_{\min})=\frac{G^2}{18BN\Omega},\qquad \Delta V\simeq3Ve_{\min}=-\frac{G}{3B}.
\end{equation}
For $N=256$, a central difference with steps $e=\pm3\times10^{-4}$ gives $G\approx2.735$ eV. The finite step makes this about $0.003$ eV smaller than the exact slope, $2.738$ eV, which changes none of the digits of the gain or of $\Delta V$ below. The gain is
\[
\frac{(2.735)^2}{18(0.8377)(256)(11.419)}\ \text{eV}=0.170\ \text{meV},
\]
against $0.171$ meV from direct minimization. The slope gives $\Delta V=-1.09$ Å$^3$; direct minimization gives $-1.10$ Å$^3$, or $-0.096\,\Omega$. Since the moved atom adds $\Omega$ elsewhere, the vacancy formation volume is about $0.90\,\Omega$.

The gain falls as $1/N$, so both conditions lead to the same limit. At 256 sites the free cell lies $0.014$ meV above the extrapolated limit and the fixed cell $0.185$ meV above it. At this size the volume gain nearly cancels the fixed-cell error. The volume gain times $N$ is about $44$ meV, while the fixed-cell error times $N$ falls from $47$ meV at 256 sites to roughly $30$ meV at 4000. At 4000 sites the formula above gives a gain of about $0.011$ meV, more than the fixed-cell error of $0.008$ meV, so the free cell would lie slightly below the limit.

\subsection*{(g) Wrong references}

Without the atom-count term one obtains, from Eq.~(\ref{Ef}),
\begin{equation}
E_{N-1}-E_N=E_f-\varepsilon .
\end{equation}
For $N=256$ this is $1.3455+3.5021=4.8476$ eV. It is a meaningful energy, that of taking an atom from the bulk into vacuum, but it is not the formation energy. It converges with $N$ as well as $E_f$ does, so a converged series does not reveal the omission.

Using $E_0$ for $\varepsilon$ gives instead
\begin{equation}
E_{N-1}-(N-1)E_0=E_f-(N-1)(E_0-\varepsilon),\qquad E_0-\varepsilon=2.116\ \text{meV}.
\end{equation}
The shift is $31\times2.116=66$ meV for 32 sites and $255\times2.116=540$ meV for 256 sites. The apparent formation energies are $1.284$ and $0.806$ eV, and for 864 sites the value is $-0.481$ eV. This error grows with the cell, and a steady drift linear in $N$ is its signature. For an error below $1$ meV at 864 sites, $\varepsilon$ must be known to about $1/863$ meV, or $1.2\times10^{-6}$ eV. A larger cell reduces the elastic error but demands a more accurate energy per atom.

All these energies are static. Zero-point motion, vibrational and electronic entropy, and any bonding effect beyond the form of Eqs.~(\ref{E})--(\ref{F}) are left out. The full set of cells is listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
input reference lattice constant      3.60 angstrom
input E0, V0                          -3.50, 2.50 eV
input eta, lambda, kappa              3.1, 3.6, 5.1 1/angstrom
beta                                  1.80940
s0, d0                                1.4069, 2.5456 angstrom
gamma1, gamma2                        1.02523, 1.03607
equilibrium lattice constant          3.57465 angstrom
energy per atom eps                   -3.502116 eV
volume per atom                       11.4193 angstrom^3
bulk modulus                          0.8377 eV/angstrom^3
energy to remove a kink atom          3.502116 eV
unrelaxed E_f, shell sum              1.361039 eV
sites N, unrelaxed E_f, relaxed E_f (eV), relaxed minus limit (meV)
     32  1.361044  1.349996  +4.6713
    108  1.361039  1.345941  +0.6164
    256  1.361039  1.345509  +0.1852
    500  1.361039  1.345402  +0.0780
    864  1.361039  1.345365  +0.0405
   2048  1.361039  1.345340  +0.0155
   4000  1.361039  1.345332  +0.0077
   6912  1.361039  1.345329  +0.0044
extrapolated relaxed E_f              1.345324 eV
extrapolated relaxed E_f              0.049440 hartree
relaxation gain, N=108, full          15.0979 meV
relaxation gain, N=108, Hessian       15.3677 meV
outward shift of neighbour, N=864     -0.01807 angstrom
ratio of changes, measured            0.4147
ratio for errors n^-2, n^-3, n^-4     0.5432, 0.4420, 0.3592
dE/d ln a of vacancy cell, N=256      2.7346 eV
free-volume E_f, N=256                1.345338 eV
free-volume E_f minus limit, N=256    +0.0139 meV
volume gain, direct                   0.1713 meV
volume gain, from slope and B         0.1697 meV
relaxation volume                     -1.0974 angstrom^3
relaxation volume / atomic volume     -0.0961
E(N-1)-E(N), no count term, N=256     4.847625 eV
E0 minus eps                          2.1160 meV
E_f with E0 in place of eps, N=32     +1.2844 eV
E_f with E0 in place of eps, N=256    +0.8059 eV
E_f with E0 in place of eps, N=864    -0.4807 eV
\end{verbatim}
